# Quartet-Doublet Splitting of Acceptors with d-Envelopes at Weak Spin-Orbit Coupling: a numerical check

```python
"""
Result under test: an acceptor hole with Bloch angular momentum I=1, spin 1/2
and d-envelope weight w has, for weak band spin-orbit splitting Delta,
    E(doublet) - E(quartet) = Delta * (1 - 3 w / 2)   to first order in Delta.
Hole energies are positive into the band; the band quartet is at 0, the band
doublet at Delta. gamma1, gamma2, gamma3: Luttinger parameters; gamma: their
spherical average; mu = 2 gamma / gamma1; eps: dielectric constant.
Triplet state a: psi_i = f(r) delta_ia + g(r) (3 n_i n_a - delta_ia)/sqrt(2).
Internal units are Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import gamma as gamma_function, lpmv
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy import constants as const

HARTREE_MEV = 1000 * const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * const.physical_constants["Bohr radius"][0]


def moment(n, p):
    """Integral of r^n exp(-p r^2) from 0 to infinity."""
    return 0.5 * gamma_function((n + 1) / 2) * p ** (-(n + 1) / 2)


def radial_ground(g1, g, eps, alphas, depth=0.0, width=1.0):
    """Minimize the radial s-d energy; optional Gaussian central-cell well."""
    a, b = alphas[:, None], alphas[None, :]
    p = a + b
    n = len(alphas)
    zero = np.zeros((n, n))
    m4, m6, m8 = moment(4, p), moment(6, p), moment(8, p)
    grad_ff = 4 * a * b * m4
    grad_gg = 10 * m4 - 4 * p * m6 + 4 * a * b * m8
    div_fg = -2 * np.sqrt(2) * a * (5 * m4 - 2 * b * m6)
    div_gg = 2 * (25 * m4 - 10 * p * m6 + 4 * a * b * m8)
    grad = np.block([[grad_ff, zero], [zero, grad_gg]])
    div = np.block([[grad_ff, div_fg], [div_fg.T, div_gg]])
    overlap = np.block([[moment(2, p), zero], [zero, m6]])
    coulomb = np.block([[moment(1, p), zero], [zero, moment(5, p)]])
    q = p + 1 / width**2
    well = np.block([[moment(2, q), zero], [zero, moment(6, q)]])
    ham = 0.5 * (g1 - 2 * g) * grad + g * div - coulomb / eps - depth * well
    scale = 1 / np.sqrt(np.diag(overlap))
    ss = np.outer(scale, scale)
    energy, vec = eigh(ham * ss, overlap * ss, subset_by_index=[0, 0])
    c = vec[:, 0] * scale
    w = c[n:] @ m6 @ c[n:]
    return energy[0], w, c[:n], c[n:]


# ---- sphere quadrature and real harmonics for the 3D calculation ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2 * np.pi * np.arange(24) / 24
CT, PH = [x.ravel() for x in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
WT = np.repeat(cos_weights, 24) / 48
ST = np.sqrt(1 - CT**2)
DIRS = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])


def even_harmonics(lmax):
    out = []
    for l in range(0, lmax + 1, 2):
        for m in range(l + 1):
            for trig in ([np.cos] if m == 0 else [np.cos, np.sin]):
                y = lpmv(m, l, CT) * trig(m * PH)
                out.append((l, y / np.sqrt(np.sum(WT * y * y))))
    return out


def orbital_matrices(g1, g2, g3, eps, alphas, lmax):
    """3D acceptor without spin; kinetic energy integrated in k-space."""
    harm = even_harmonics(lmax)
    na, n = len(harm), len(alphas)
    kin = 3 * g3 * np.einsum("ix,jx->ijx", DIRS, DIRS)
    for i in range(3):
        ni2 = DIRS[i] ** 2
        kin[i, i] = 0.5 * ((g1 + 4 * g2) * ni2 + (g1 - 2 * g2) * (1 - ni2))
    p = alphas[:, None] + alphas[None, :]
    s = 0.25 / alphas[:, None] + 0.25 / alphas[None, :]
    ham = np.zeros((na, n, 3, na, n, 3))
    ovl = np.zeros((na, n, na, n))
    norm = {l: moment(2 * l + 2, 2 * alphas) ** -0.5 for l, _ in harm}
    for q, (l, y) in enumerate(harm):
        nn = np.outer(norm[l], norm[l])
        ovl[q, :, q, :] = nn * moment(2 * l + 2, p)
        pot = -nn * moment(2 * l + 1, p) / eps
        ham[q, :, :, q, :, :] += np.einsum("ab,ij->aibj", pot, np.eye(3))
        for t, (k, z) in enumerate(harm):
            ang = np.einsum("x,ijx->ij", WT * y * z, kin)
            left = norm[l] * (2 * alphas) ** (-l - 1.5)
            right = norm[k] * (2 * alphas) ** (-k - 1.5)
            rad = (-1) ** ((l + k) // 2) * np.outer(left, right)
            rad = rad * moment(l + k + 4, s)
            ham[q, :, :, t, :, :] += np.einsum("ab,ij->aibj", rad, ang)
    ls = np.repeat([l for l, _ in harm], n)
    return ham.reshape(3 * na * n, -1), ovl.reshape(na * n, -1), ls


LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k], LEVI[i, k, j] = 1, -1
BLOCH_I = -1j * LEVI
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I_DOT_S = sum(np.kron(BLOCH_I[c], SPIN[c]) for c in range(3))


def triplet_analysis(ham, ovl, ls):
    """Energy, weights by l, and signed projection factor of I on the triplet."""
    e, v = eigh(ham, np.kron(ovl, np.eye(3)), subset_by_index=[0, 3])
    assert e[2] - e[0] < 1e-9 and e[3] - e[2] > 1e-5
    v = v[:, :3]
    weights = {}
    for l in sorted(set(ls)):
        mask = np.diag((ls == l).astype(float))
        part = np.kron(mask @ ovl @ mask, np.eye(3))
        weights[int(l)] = np.trace(v.T @ part @ v) / 3
    mx, my, mz = [v.T @ np.kron(ovl, BLOCH_I[c]) @ v for c in range(3)]
    factor = np.trace((mx @ my - my @ mx) @ mz) / (1j * np.trace(mz @ mz))
    return e[0], weights, factor.real


def six_band_levels(ham, ovl, delta):
    """Quartet and doublet energies with the full spin-orbit term."""
    h_so = delta / 3 * (np.eye(6) - 2 * I_DOT_S)
    full = np.kron(ham, np.eye(2)) + np.kron(ovl, h_so)
    e = eigh(full, np.kron(ovl, np.eye(6)), eigvals_only=True,
             subset_by_index=[0, 5])
    four, two = (e[:4], e[4:]) if delta > 0 else (e[2:], e[:2])
    assert np.ptp(four) < 1e-9 and np.ptp(two) < 1e-9
    return four.mean(), two.mean()


# ---- band spin-orbit term: quartet at 0, doublet at 1 (times Delta) ----
band = np.linalg.eigvalsh((np.eye(6) - 2 * I_DOT_S) / 3)
assert np.allclose(band, [0, 0, 0, 0, 1, 1])


# ---- projection of I on K=1 for a d envelope, from explicit matrices ----
def momentum_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


big_l = [np.kron(x, np.eye(3)) for x in momentum_matrices(2)]
big_i = [np.kron(np.eye(5), x) for x in momentum_matrices(1)]
big_k = [x + y for x, y in zip(big_l, big_i)]
k_squared, k_vec = np.linalg.eigh(sum(x @ x for x in big_k))
sub = k_vec[:, np.abs(k_squared - 2) < 1e-9]
assert sub.shape[1] == 3
proj_i = sub.conj().T @ big_i[2] @ sub
proj_k = sub.conj().T @ big_k[2] @ sub
d_factor = (np.trace(proj_i @ proj_k) / np.trace(proj_k @ proj_k)).real
assert np.allclose(proj_i, -0.5 * proj_k)

# ---- example parameters (round, rough) ----
gamma1, gamma2, gamma3, eps = 2.8, 0.5, 0.8, 10.0
delta_mev, temperature = 10.0, 300.0
gamma_s = (2 * gamma2 + 3 * gamma3) / 5
mu = 2 * gamma_s / gamma1
alphas = np.geomspace(2e-5, 2.0, 14)
fine = np.geomspace(1e-5, 5.0, 20)
rydberg = 1 / (2 * gamma1 * eps**2)

# ---- radial model: hydrogen limit, convergence, scaling ----
e_h, w_h, _, _ = radial_ground(gamma1, 0.0, eps, fine)
assert abs(e_h / rydberg + 1) < 1e-3 and w_h < 1e-10
e0, w, cf, cg = radial_ground(gamma1, gamma_s, eps, alphas)
e_fine, w_fine, _, _ = radial_ground(gamma1, gamma_s, eps, fine)
assert abs(w - w_fine) < 5e-4 and abs(e0 / e_fine - 1) < 2e-3
w_scaled = radial_ground(gamma1, gamma_s, 2 * eps, fine)[1]
assert abs(w_scaled - w_fine) < 5e-4
factor = 1 - 1.5 * w

# ---- 3D calculation against the radial one ----
ham, ovl, ls = orbital_matrices(gamma1, gamma_s, gamma_s, eps, alphas, 2)
e3d, weights3d, factor3d = triplet_analysis(ham, ovl, ls)
assert abs(e3d - e0) < 1e-8 and abs(weights3d[2] - w) < 1e-6
assert abs(factor3d - factor) < 1e-6

# ---- slopes of the six-band levels at Delta = 0 ----
h = 0.5 / HARTREE_MEV
plus, minus = six_band_levels(ham, ovl, h), six_band_levels(ham, ovl, -h)
slope_four = (plus[0] - minus[0]) / (2 * h)
slope_two = (plus[1] - minus[1]) / (2 * h)
assert abs(slope_four - w / 2) < 2e-4
assert abs(slope_two - (1 - w)) < 2e-4
assert abs(slope_two - slope_four - factor) < 2e-4


# ---- next order: the even part of the splitting grows as Delta squared ----
def splitting(d_mev):
    four, two = six_band_levels(ham, ovl, d_mev / HARTREE_MEV)
    return (two - four) * HARTREE_MEV


sweep = {d: splitting(d) for d in (5.0, 10.0, 20.0, 40.0)}
even5 = (sweep[5.0] + splitting(-5.0)) / 2
even10 = (sweep[10.0] + splitting(-10.0)) / 2
assert abs(even10 / even5 - 4) < 0.3

# ---- cubic warping, without and with l = 4 envelopes ----
cub2 = triplet_analysis(*orbital_matrices(gamma1, gamma2, gamma3, eps, alphas, 2))
assert abs(cub2[2] - (1 - 1.5 * cub2[1][2])) < 1e-7
cub4 = triplet_analysis(*orbital_matrices(gamma1, gamma2, gamma3, eps, alphas, 4))
l4_shift = cub4[2] - (1 - 1.5 * cub4[1][2])
assert -1.5 * cub4[1][4] - 1e-8 < l4_shift < 1e-8

# ---- heavy-hole limit: purely transverse waves ----
transverse = np.array([-DIRS[0] * DIRS[2], -DIRS[1] * DIRS[2], 1 - DIRS[2] ** 2])
total = np.sum(WT * np.sum(transverse**2, axis=0))
w_transverse = 1 - np.sum((transverse @ WT) ** 2) / total
assert abs(w_transverse - 1 / 3) < 1e-12
mu_table = {}
for m in (0.2, 0.4, 0.6, 0.8, 0.9, 0.99):
    mu_table[m] = radial_ground(gamma1, m * gamma1 / 2, eps, fine / (1 - m) ** 2)[1]
assert abs(mu_table[0.99] - w_transverse) < 0.03
assert abs(mu_table[0.99] - w_transverse) < abs(mu_table[0.9] - w_transverse)

# ---- central-cell attraction adjusted to a rough deeper level ----
target_mev, cell_nm = 250.0, 0.2
cell = cell_nm / BOHR_NM


def miss(depth):
    e = radial_ground(gamma1, gamma_s, eps, alphas, depth, cell)[0]
    return e * HARTREE_MEV + target_mev


depth = brentq(miss, 0.0, 1.0)
_, w_cell, cf_cell, cg_cell = radial_ground(gamma1, gamma_s, eps, alphas, depth, cell)

# ---- size, probability near the impurity, lattice relaxation ----
deform_ev, stiffness_gpa, sound = 3.0, 400.0, 1.0e4


def size_data(c_f, c_g):
    r = np.geomspace(1e-3, 1500, 8000)
    gauss = np.exp(-np.outer(r**2, alphas))
    dens = (gauss @ c_f) ** 2 + (r**2 * (gauss @ c_g)) ** 2
    assert abs(trapezoid(r**2 * dens, r) - 1) < 1e-4
    rms = np.sqrt(trapezoid(r**4 * dens, r)) * BOHR_NM
    inside = trapezoid(np.where(r < cell, r**2 * dens, 0), r)
    rho2 = trapezoid(r**2 * dens**2, r) / (4 * np.pi) / (BOHR_NM * 1e-9) ** 3
    relax = (deform_ev * const.e) ** 2 / (2 * stiffness_gpa * 1e9) * rho2
    phonon = const.hbar * sound / (rms * 1e-9)
    return rms, inside, 1e3 * relax / const.e, 1e3 * phonon / const.e


plain, deep = size_data(cf, cg), size_data(cf_cell, cg_cell)
kt = 1e3 * const.k * temperature / const.e
split = factor * delta_mev


def degeneracy(gap):
    return 4 + 2 * np.exp(-gap / kt)


print(f"gamma1, gamma2, gamma3: {gamma1}, {gamma2}, {gamma3}")
print(f"dielectric constant: {eps}")
print(f"spherical gamma: {gamma_s:.3f}, mu: {mu:.4f}")
print(f"band splitting Delta: {delta_mev:.1f} meV")
print(f"effective Rydberg: {rydberg * HARTREE_MEV:.2f} meV")
print(f"effective Bohr radius: {gamma1 * eps * BOHR_NM:.3f} nm")
print(f"binding energy at Delta=0: {-e0 * HARTREE_MEV:.2f} meV")
print(f"rms radius: {plain[0]:.2f} nm")
print(f"d-envelope weight w: {w:.4f}")
print(f"same, larger radial basis: {w_fine:.4f}")
print(f"projection of I, d envelope: {d_factor:.4f}")
print(f"factor 1-3w/2: {factor:.4f}")
print(f"slope of splitting, six-band: {slope_two - slope_four:.4f}")
print(f"quartet slope: {slope_four:.4f}, w/2: {w / 2:.4f}")
print(f"doublet slope: {slope_two:.4f}, 1-w: {1 - w:.4f}")
print(f"quartet shift, first order: {w * delta_mev / 2:.3f} meV")
print(f"doublet shift, first order: {(1 - w) * delta_mev:.3f} meV")
print(f"acceptor splitting: {split:.3f} meV = {split / HARTREE_MEV:.3e} Hartree")
for d, value in sweep.items():
    print(f"six-band, Delta {d:.0f} meV: {value:.3f} meV, ratio {value / d:.4f}")
print(f"even part at 5, 10 meV: {even5:.4f}, {even10:.4f} meV")
for m, value in mu_table.items():
    print(f"mu {m:.2f}: w {value:.4f}, factor {1 - 1.5 * value:.4f}")
print(f"w of purely transverse state: {w_transverse:.4f}")
print(f"warped, s+d: w {cub2[1][2]:.4f}, factor {cub2[2]:.4f}")
print(f"warped, to l=4: w {cub4[1][2]:.4f}, factor {cub4[2]:.4f}")
print(f"l=4 weight: {cub4[1][4]:.5f}, shift of factor: {l4_shift:.5f}")
print(f"warped binding, to l=4: {-cub4[0] * HARTREE_MEV:.2f} meV")
print(f"central cell: range {cell_nm} nm, target {target_mev:.0f} meV")
print(f"central-cell depth: {depth * HARTREE_MEV / 1000:.2f} eV")
print(f"central cell: w {w_cell:.4f}, factor {1 - 1.5 * w_cell:.4f}")
print(f"central-cell splitting: {(1 - 1.5 * w_cell) * delta_mev:.3f} meV")
print(f"central-cell rms radius: {deep[0]:.3f} nm")
print(f"probability inside {cell_nm} nm, Coulomb: {plain[1]:.5f}")
print(f"probability inside {cell_nm} nm, central cell: {deep[1]:.4f}")
print(f"deformation potential: {deform_ev} eV, stiffness: {stiffness_gpa:.0f} GPa")
print(f"sound speed: {sound:.0f} m/s")
print(f"relaxation, phonon, Coulomb: {plain[2]:.4f}, {plain[3]:.2f} meV")
print(f"relaxation, phonon, central cell: {deep[2]:.3f}, {deep[3]:.2f} meV")
print(f"thermal energy at {temperature:.0f} K: {kt:.2f} meV")
print(f"degeneracy factor, band splitting: {degeneracy(delta_mev):.3f}")
print(f"degeneracy factor, acceptor splitting: {degeneracy(split):.3f}")
print("done: every assertion held")
```

Output:

```
gamma1, gamma2, gamma3: 2.8, 0.5, 0.8
dielectric constant: 10.0
spherical gamma: 0.680, mu: 0.4857
band splitting Delta: 10.0 meV
effective Rydberg: 48.59 meV
effective Bohr radius: 1.482 nm
binding energy at Delta=0: 69.08 meV
rms radius: 1.94 nm
d-envelope weight w: 0.1077
same, larger radial basis: 0.1077
projection of I, d envelope: -0.5000
factor 1-3w/2: 0.8384
slope of splitting, six-band: 0.8384
quartet slope: 0.0539, w/2: 0.0539
doublet slope: 0.8923, 1-w: 0.8923
quartet shift, first order: 0.539 meV
doublet shift, first order: 8.923 meV
acceptor splitting: 8.384 meV = 3.081e-04 Hartree
six-band, Delta 5 meV: 4.189 meV, ratio 0.8378
six-band, Delta 10 meV: 8.368 meV, ratio 0.8368
six-band, Delta 20 meV: 16.674 meV, ratio 0.8337
six-band, Delta 40 meV: 32.920 meV, ratio 0.8230
even part at 5, 10 meV: -0.0023, -0.0088 meV
mu 0.20: w 0.0251, factor 0.9624
mu 0.40: w 0.0795, factor 0.8808
mu 0.60: w 0.1488, factor 0.7769
mu 0.80: w 0.2298, factor 0.6554
mu 0.90: w 0.2763, factor 0.5856
mu 0.99: w 0.3264, factor 0.5104
w of purely transverse state: 0.3333
warped, s+d: w 0.1145, factor 0.8282
warped, to l=4: w 0.1230, factor 0.8111
l=4 weight: 0.00453, shift of factor: -0.00445
warped binding, to l=4: 72.03 meV
central cell: range 0.2 nm, target 250 meV
central-cell depth: 4.09 eV
central cell: w 0.1193, factor 0.8210
central-cell splitting: 8.210 meV
central-cell rms radius: 0.743 nm
probability inside 0.2 nm, Coulomb: 0.00759
probability inside 0.2 nm, central cell: 0.1270
deformation potential: 3.0 eV, stiffness: 400 GPa
sound speed: 10000 m/s
relaxation, phonon, Coulomb: 0.0638, 3.39 meV
relaxation, phonon, central cell: 1.815, 8.86 meV
thermal energy at 300 K: 25.85 meV
degeneracy factor, band splitting: 5.358
degeneracy factor, acceptor splitting: 5.446
done: every assertion held
```
